# Side-mode suppression of a semiconductor laser from photon rates

## Problem

A laser runs steadily above threshold in one main mode, which holds on average $S_0=10^5$ photons. A neighbouring mode of the same cavity stays below its own threshold. Spontaneous emission feeds photons into this side mode at the rate $R=10^{12}\ \mathrm{s^{-1}}$, and its net loss rate is $\gamma=10^{10}\ \mathrm{s^{-1}}$. "Net" means the total cavity loss rate, mirrors included, minus the stimulated gain rate.

(a) Find the mean number of side-mode photons and the side-mode suppression ratio in decibels.

(b) The cavity loss rate of the main mode is $\kappa_0=5\times10^{11}\ \mathrm{s^{-1}}$. Both modes have the same gain and the same $R$. How does the suppression change when the main-mode photon number is halved or doubled?

(c) How strongly does the side-mode photon number fluctuate, and how often is the instantaneous ratio 20 dB or worse?

(d) What happens if the side-mode gain rises by a small fraction $f$ above the main-mode gain?

The numbers are round values in the regime of a distributed-feedback semiconductor laser near 1550 nm.

## Solution

### (a) Photon balance of the side mode

Let the side mode contain $n$ photons. Three processes change this number:

- Emission adds a photon at rate $R(n+1)$. The part $R$ is spontaneous and the part $Rn$ is stimulated.
- Absorption by the laser medium removes a photon at rate $An$.
- The cavity loses a photon at rate $\kappa_1 n$.

The weak side mode hardly disturbs the carriers, so $R$ and $A$ are treated as constants. Averaging gains minus losses, with $S_1=\langle n\rangle$, gives

$$\frac{dS_1}{dt}=R(S_1+1)-AS_1-\kappa_1S_1
=R-\left[\kappa_1-(R-A)\right]S_1 .$$

The difference between stimulated emission and absorption is the gain rate $G=R-A$. The bracket is therefore the net loss rate $\gamma=\kappa_1-G$, and

$$\frac{dS_1}{dt}=R-\gamma S_1 .$$

A deviation from the steady value decays as $e^{-\gamma t}$, with response time $1/\gamma=0.1$ ns. In the steady state the derivative vanishes:

$$S_1=\frac{R}{\gamma}=\frac{10^{12}\ \mathrm{s^{-1}}}{10^{10}\ \mathrm{s^{-1}}}=100 .$$

The suppression ratio compares powers. If both modes have the same photon energy and the same out-coupling rate, the power ratio equals the photon-number ratio. The decibel value of a power ratio is ten times its decimal logarithm, so

$$\mathrm{SMSR}=10\log_{10}\frac{S_0}{S_1}
=10\log_{10}\frac{S_0\gamma}{R}
=10\log_{10}1000=30\ \mathrm{dB}.$$

The net loss must not be replaced by the cavity loss. Part (b) will give $\kappa_1=5.1\times10^{11}\ \mathrm{s^{-1}}$. With the same $R$ but no net gain, the side mode would hold $R/\kappa_1\approx2$ photons. Gain raises this by the factor $\kappa_1/\gamma=51$, which costs 17 dB of suppression.

### (b) Dependence on the main-mode photon number

The main mode obeys the same balance, with its own cavity loss $\kappa_0$:

$$0=R-(\kappa_0-G)S_0
\quad\Longrightarrow\quad
\kappa_0-G=\frac{R}{S_0}=10^7\ \mathrm{s^{-1}} .$$

Here the gain is treated as constant, without the fluctuations it has in a real laser. In this approximation even the lasing mode has a small net loss, which spontaneous emission makes up, and the gain is held just below $\kappa_0$, at $G=4.9999\times10^{11}\ \mathrm{s^{-1}}$. The difference $\kappa_0-G$ is only 0.1% of $\gamma$.

Since the gains are equal, the side mode is suppressed because its cavity loss is larger. Write $\kappa_1=\kappa_0+\Delta$. Then

$$\gamma=\kappa_1-G=\Delta+(\kappa_0-G)=\Delta+\frac{R}{S_0}.$$

The given $\gamma$ requires $\Delta=10^{10}-10^7=9.99\times10^9\ \mathrm{s^{-1}}$, hence $\kappa_1=5.0999\times10^{11}\ \mathrm{s^{-1}}$. Inserting $\gamma$ into the photon ratio gives

$$\frac{S_0}{S_1}=\frac{S_0}{R}\left(\Delta+\frac{R}{S_0}\right)=1+\frac{\Delta S_0}{R}.$$

Above threshold the gain, and with it the carrier number, hardly changes with pumping, so $R$ and $\Delta$ are held fixed. For $S_0=5\times10^4$ the ratio is $1+499.5=500.5$, or 27.0 dB. For $S_0=2\times10^5$ it is $1+1998=1999$, or 33.0 dB.

Far above threshold, where $\Delta S_0\gg R$, the side mode saturates at $S_1\approx R/\Delta\approx100$ photons while the main mode keeps growing. As long as the two gains stay equal, each doubling of $S_0$ then adds about 3 dB. If gain compression, treated in part (d), acts more strongly on the main mode than on the side mode, it reduces this improvement and, at high enough power, can even reverse it. In the opposite limit, $\Delta S_0\ll R$, the ratio tends to 1: the two modes are almost equally filled and there is no suppression.

### (c) Fluctuations

Let $P(n)$ be the steady probability of finding $n$ photons. Photons enter and leave one at a time, and $n$ cannot fall below zero. In the steady state the upward flow from $n$ to $n+1$ must therefore equal the downward flow:

$$R(n+1)P(n)=(A+\kappa_1)(n+1)P(n+1).$$

From $A=R-G$ follows $A+\kappa_1=R+\gamma$. Each probability is thus the previous one multiplied by

$$r=\frac{R}{R+\gamma}=\frac{1}{1.01}=0.9901 .$$

Normalization of the geometric series gives $P(n)=(1-r)r^n$. Its mean is $r/(1-r)=R/\gamma=S_1$, in agreement with part (a). The series also gives

$$\langle n(n-1)\rangle=\frac{2r^2}{(1-r)^2}=2S_1^2 ,$$

so the variance is

$$\langle n^2\rangle-S_1^2=2S_1^2+S_1-S_1^2=S_1(S_1+1).$$

The rms fluctuation is $\sqrt{100\times101}=100.5$ photons, as large as the mean itself.

With the main mode held at $10^5$ photons, a ratio of 20 dB or worse means $n\ge1000$. The probability of at least $m$ photons is

$$\sum_{n=m}^{\infty}(1-r)r^n=r^m,
\qquad r^{1000}=4.8\times10^{-5}.$$

With a constant gain, the side mode spends this fraction of the time at or above 1000 photons. Noise in the main mode also makes the gain fluctuate; with the carrier equation of part (d) this raises the figure by only about 20%. The figure is far more sensitive to $\gamma$ itself: a gain change that raises $S_1$ to 129 raises it about ninefold. For a real laser it is therefore only an order of magnitude. A detector that averages over times much longer than 0.1 ns smooths these excursions and registers the ratio of the means, 30 dB.

### (d) A small change of side-mode gain

Let the side-mode gain be $(1+f)G$, with $\kappa_1$, $R$ and $S_0$ held fixed. The net loss becomes

$$\gamma'=\kappa_1-(1+f)G=\gamma-fG,$$

and the suppression becomes

$$\mathrm{SMSR}'=10\log_{10}\frac{S_0(\gamma-fG)}{R}.$$

Because $G/\gamma\approx50$, a gain change of 1% removes half of the net loss and costs 3 dB. The formula requires $S_1\ll S_0$, and it breaks down as $f$ approaches $\gamma/G=2.0\%$. There $S_1$ would diverge; in fact the growing side mode consumes carriers and pulls the gain down.

Two effects in a real laser produce such gain changes.

**Gain compression.** A strong mode reduces its own gain. Take a compression coefficient of $1.5\times10^{-17}\ \mathrm{cm^3}$, an active volume of $10^{-10}\ \mathrm{cm^3}$ and a fraction 0.3 of the mode inside it. The main-mode gain is then reduced by the fraction

$$1.5\times10^{-17}\times\frac{0.3\times10^5}{10^{-10}}=0.0045 .$$

In the limiting case where the side mode is not compressed at all, its gain is higher by $f\approx0.45\%$. If it were compressed more than the main mode, $f$ would be negative and the suppression would improve. A mode only 1 nm away lies well inside the homogeneous linewidth of a semiconductor, where relaxation times are about 0.1 ps. In a model of two-level transitions such a mode is compressed at least as much as the main mode, so the uncompressed case is an upper bound for this mechanism, not the typical case.

**Heating.** Suppose the gain falls parabolically from its peak and reaches zero 40 nm away, and that the peak drifts by 0.4 nm/K relative to the modes. Let the main mode start at the peak, with the side mode 1 nm away on the side towards which the peak moves. After 10 K the main mode is 4 nm from the peak and the side mode 3 nm:

$$1+f=\frac{1-(3/40)^2}{1-(4/40)^2}=1.0044 .$$

After 30 K the distances are 12 nm and 11 nm, and $f=1.58\%$. The initial gain difference, $1/1600$ or 0.06%, is neglected in the reference case. If the given $\gamma$ already contains it, the 30 K result below becomes 22.5 dB instead of 23.2 dB. The spontaneous rate $R$ is held fixed here, although heating generally changes it in a semiconductor.

| Case | $S_0$ | $\gamma$ ($10^9\ \mathrm{s^{-1}}$) | $S_1$ | SMSR (dB) |
|---|---:|---:|---:|---:|
| Reference | $1\times10^5$ | 10.0 | 100 | 30.0 |
| Half the photons | $5\times10^4$ | 10.0 | 100 | 27.0 |
| Twice the photons | $2\times10^5$ | 10.0 | 100 | 33.0 |
| Main mode alone compressed | $1\times10^5$ | 7.8 | 129 | 28.9 |
| Heated by 10 K | $1\times10^5$ | 7.8 | 128 | 28.9 |
| Heated by 30 K | $1\times10^5$ | 2.1 | 476 | 23.2 |

The first 10 K cost about 1 dB, but 30 K cost almost 7 dB, because the remaining net loss is then only a fifth of its original value.

If $f$ stays fixed above the critical value, the modes exchange roles. To follow this, the carrier number $N$ must be included:

$$\frac{dN}{dt}=\frac{I}{e}-\frac{N}{\tau}-GS_0-(1+f)GS_1,
\qquad G=\kappa_0+g(N-N_{\mathrm{th}}).$$

Here $I$ is the pump current, $\tau=1$ ns the carrier lifetime, $g=10^4\ \mathrm{s^{-1}}$ the gain slope per carrier and $N_{\mathrm{th}}=1.5\times10^8$ the carrier number at which $G=\kappa_0$. The threshold current is $eN_{\mathrm{th}}/\tau=24$ mA, and the reference case needs about 32 mA. Numerical integration of this equation together with the two photon balances, at the same current and with $f=3\%$, ends with about 200 photons in the original main mode and $9.9\times10^4$ in the former side mode.

## Comparison with a real laser

Let half of $\kappa_0$, $2.5\times10^{11}\ \mathrm{s^{-1}}$, be loss through the mirrors. With a photon energy of $1.28\times10^{-19}$ J at 1550 nm, the main-mode output through all mirrors is

$$1.28\times10^{-19}\ \mathrm{J}\times2.5\times10^{11}\ \mathrm{s^{-1}}\times10^5=3.2\ \mathrm{mW}.$$

If the extra loss $\Delta$ is also mirror loss, the side mode couples out at $2.6\times10^{11}\ \mathrm{s^{-1}}$ and emits 3.3 µW. The power ratio is then 0.17 dB below the photon-number ratio.

A few milliwatts and a threshold of some tens of milliamperes are plausible for a distributed-feedback laser, although many have lower thresholds. A suppression of 30 dB is modest for this class, where good devices reach 40 dB or more. The untypical parameter is the small net loss of the side mode, 2% of its cavity loss. At the same $S_0$ and $R$, a tenfold larger $\gamma$ would give 40 dB and would make the suppression ten times less sensitive to a given small gain change. Real devices also break the assumption of equal gain in the two modes. For the rough parameters used here, heating by 10 K costs about 1 dB and heating by 30 K about 7 dB. Compression costs about 1 dB only in the limiting case of an uncompressed side mode, and nothing if both modes are compressed equally. Acting together, the effects can do more: if the side mode is not compressed at all, compression and heating by 30 K would combine to $f\approx2.04\%$ at $S_0=10^5$, just above the critical value. The side mode still does not take over the lasing. If the side mode does not compress its own gain either, the compression part of $f$ is proportional to the main-mode photon number. It then shrinks as the side mode grows at the expense of the main mode. The growth stops when $f$ has fallen to just below 2.0%. Heating supplies 1.58% of this, which leaves about 0.4% for compression, roughly nine tenths of its original 0.45%. The main mode therefore keeps a little under nine tenths of the photons, and the suppression drops to about 9 dB. So close to the critical value the figure is fragile. Counting the neglected 0.06% lowers it to about 5 dB, and with both modes compressed equally it stays near 23 dB.

Numbers in the example were calculated in double precision.
